# Screening by a Polarizable Sheet: the Rytova-Keldysh Potential: a numerical check

```python
"""Screening by a thin polarizable sheet in vacuum (Gaussian units).

Result under test: a sheet of in-plane polarizability alpha (a length) has
    epsilon(q) = 1 + 2 pi alpha q,
and a unit point charge in it produces the in-plane potential
    phi(r) = (pi / (2 r0)) [H0(r/r0) - Y0(r/r0)],   r0 = 2 pi alpha.
H0 is the Struve function, Y0 the Bessel function of the second kind.
Scaled variables: x = r/r0, height z in units of r0, F(x) = r0 phi(r).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma, j0, jn_zeros, struve, y0


def closed_form(x):
    return 0.5 * np.pi * (struve(0, x) - y0(x))


def sheet_epsilon(q, alpha):
    return 1 + 2 * np.pi * alpha * q


def slab_epsilon(q, alpha, thickness, profile):
    """Integrate Poisson's equation from the slab surface to its middle.

    The slab polarizes only in plane; the external charge is at mid-plane.
    Outside, the potential decays as exp(-q |z|).
    """
    def in_plane_epsilon(z):
        if profile == "uniform":
            shape = 1 / thickness
        else:
            shape = 2 / thickness * np.cos(np.pi * z / thickness) ** 2
        return 1 + 4 * np.pi * alpha * shape

    def poisson(z, state):
        return [state[1], q**2 * in_plane_epsilon(z) * state[0]]

    solution = solve_ivp(poisson, (thickness / 2, 0), [1.0, -q],
                         rtol=1e-11, atol=1e-13)
    potential, slope = solution.y[:, -1]
    return -slope / (q * potential)


def oscillatory_integral(x):
    """Integral of J0(x t)/(1+t) over t > 0, summed between zeros of J0."""
    edges = np.concatenate(([0.0], jn_zeros(0, 50) / x))
    pieces = [quad(lambda t: j0(x * t) / (1 + t), a, b,
                   epsabs=1e-13, epsrel=1e-12)[0]
              for a, b in zip(edges[:-1], edges[1:])]
    sums = np.cumsum(pieces)[-30:]
    while len(sums) > 1:  # repeated averaging of an alternating series
        sums = 0.5 * (sums[1:] + sums[:-1])
    return sums[0]


def line_integral(x, z=0.0):
    """Potential as that of image charges spread along a line."""
    def integrand(s):
        return np.exp(-s) / np.sqrt(x**2 + (z + s) ** 2)
    return sum(quad(integrand, a, b, epsabs=1e-13, epsrel=1e-12,
                    limit=200)[0] for a, b in ((0, 1), (1, 50)))


def radial_laplacian(function, x, h=1e-3):
    left, middle, right = function(x - h), function(x), function(x + h)
    return (right - 2 * middle + left) / h**2 + (right - left) / (2 * h * x)


def net_charge(x_max):
    """Net charge within x_max, from the density outside the origin."""
    edges = [0.0] + [b for b in (1.0, 10.0, 50.0) if b < x_max] + [x_max]
    return sum(quad(lambda x: 1 - x * closed_form(x), a, b,
                    epsabs=1e-11, epsrel=1e-10, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# Dielectric function: thin slabs of two profiles, extrapolated to zero width
unit_alpha = 1 / (2 * np.pi)  # makes r0 equal to one
thin = 1e-3
worst_epsilon = 0.0
for q in (0.5, 1.0, 2.0):
    for profile in ("uniform", "cosine"):
        full = slab_epsilon(q, unit_alpha, thin, profile)
        half = slab_epsilon(q, unit_alpha, thin / 2, profile)
        error = abs(2 * half - full - sheet_epsilon(q, unit_alpha))
        worst_epsilon = max(worst_epsilon, error)
    computed = (sheet_epsilon(q, unit_alpha)
                - slab_epsilon(q, unit_alpha, thin, "uniform")) / thin
    predicted = 0.5 * q * (q + q**2 / 3)
    assert abs(computed / predicted - 1) < 0.01  # next order in thickness
assert worst_epsilon < 1e-4

# Closed form against the inverse transform and the image-line integral
worst_potential = 0.0
for x in (0.1, 0.5, 1.0, 3.0, 10.0):
    direct = oscillatory_integral(x)
    worst_potential = max(worst_potential, abs(direct - closed_form(x)))
    assert abs(line_integral(x) - closed_form(x)) < 1e-9
assert worst_potential < 1e-8

# Laplace integral of J0, and the potential above the sheet
for x, z in ((0.7, 0.5), (2.0, 1.0), (3.0, 0.8)):
    bare = quad(lambda t: j0(x * t) * np.exp(-z * t), 0, 60 / z,
                epsabs=1e-11, limit=500)[0]
    assert abs(bare - 1 / np.hypot(x, z)) < 1e-8
    above = quad(lambda t: j0(x * t) * np.exp(-z * t) / (1 + t), 0, 60 / z,
                 epsabs=1e-11, limit=500)[0]
    assert abs(above - line_integral(x, z)) < 1e-8

# Field jump at the sheet must equal the field of its induced charge
worst_jump = 0.0
step = 1e-3
for x in (0.8, 2.0, 5.0):
    slope = (-3 * line_integral(x) + 4 * line_integral(x, step)
             - line_integral(x, 2 * step)) / (2 * step)
    jump_error = abs(slope + radial_laplacian(closed_form, x))
    worst_jump = max(worst_jump, jump_error)
assert worst_jump < 1e-5  # second-order finite differences

# Differential equations and the Struve series
for x in (0.8, 2.0, 5.0):
    residual = radial_laplacian(line_integral, x) + line_integral(x) - 1 / x
    assert abs(residual) < 1e-5
    struve_left = (radial_laplacian(lambda y: struve(0, y), x)
                   + struve(0, x))
    assert abs(struve_left - 2 / (np.pi * x)) < 1e-5
    series = sum((-1) ** k * (x / 2) ** (2 * k + 1) / gamma(k + 1.5) ** 2
                 for k in range(30))
    assert abs(series - struve(0, x)) < 1e-11

# Short-range and long-range limits
for x in (0.001, 0.01, 0.1, 1.0):
    excess = line_integral(x) - (np.log(2 / x) - np.euler_gamma)
    assert 0 <= excess <= x
small = 1e-4
y0_limit = 2 / np.pi * (np.log(small / 2) + np.euler_gamma)
assert abs(y0(small) - y0_limit) < 1e-6
for x in (1.0, 3.0, 10.0, 100.0):
    assert 1 / x - 1 / x**3 <= closed_form(x) <= 1 / x

# Net charge: tends to the full external charge, and its integral formula
assert abs(net_charge(200.0) - (1 - 1 / 200.0)) < 1e-5
for x_max in (0.5, 1.0, 5.0):
    mean_root = quad(lambda s: np.exp(-s) * np.hypot(s, x_max), 0, np.inf,
                     epsabs=1e-12)[0]
    assert abs(net_charge(x_max) - (x_max + 1 - mean_root)) < 1e-8

# Worked example with round model parameters
alpha = 6.0      # angstrom
thickness = 3.0  # angstrom
r0 = 2 * np.pi * alpha
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
print(f"sheet polarizability alpha = {alpha:.1f} angstrom")
print(f"screening length r0 = {r0:.3f} angstrom")
print(f"e^2 in Gaussian form = {coulomb:.4f} eV angstrom")
print(f"comparison slab thickness = {thickness:.1f} angstrom")
print("q (1/angstrom), epsilon of sheet, epsilon of uniform slab:")
for q in (0.001, 0.01, 0.05, 0.1):
    slab = slab_epsilon(q, alpha, thickness, "uniform")
    print(f"  {q:.3f}  {sheet_epsilon(q, alpha):.4f}  {slab:.4f}")
print("r (angstrom), x = r/r0, H0(x), Y0(x):")
distances = (5.0, 10.0, 20.0, 40.0, 100.0, 400.0)
for r in distances:
    x = r / r0
    print(f"  {r:.0f}  {x:.5f}  {struve(0, x):.5f}  {y0(x):.5f}")
print("r (angstrom), screened energy (eV), bare energy (eV), bare/screened:")
for r in distances:
    screened = coulomb / r0 * closed_form(r / r0)
    bare = coulomb / r
    print(f"  {r:.0f}  {screened:.5f}  {bare:.5f}  {bare / screened:.4f}")
print("r (angstrom), logarithmic approximation to the energy (eV):")
for r in (5.0, 10.0, 20.0):
    log_energy = coulomb / r0 * (np.log(2 * r0 / r) - np.euler_gamma)
    print(f"  {r:.0f}  {log_energy:.5f}")
half_x = brentq(lambda x: net_charge(x) - 0.5, 0.1, 5.0)
print(f"radius with half the net charge = {half_x:.4f} r0")
print(f"the same radius = {half_x * r0:.2f} angstrom")
print(f"net charge within r0 = {net_charge(1.0):.4f} Q")
print(f"net charge within 10 r0 = {net_charge(10.0):.4f} Q")
print(f"largest error of epsilon, thin-slab test = {worst_epsilon:.1e}")
print(f"largest error of F, direct quadrature = {worst_potential:.1e}")
print(f"largest error of scaled field jump = {worst_jump:.1e}")
print("no test failed")
```

Output:

```
sheet polarizability alpha = 6.0 angstrom
screening length r0 = 37.699 angstrom
e^2 in Gaussian form = 14.3996 eV angstrom
comparison slab thickness = 3.0 angstrom
q (1/angstrom), epsilon of sheet, epsilon of uniform slab:
  0.001  1.0377  1.0376
  0.010  1.3770  1.3707
  0.050  2.8850  2.6777
  0.100  4.7699  3.8161
r (angstrom), x = r/r0, H0(x), Y0(x):
  5  0.13263  0.08427  -1.35113
  10  0.26526  0.16755  -0.89142
  20  0.53052  0.32729  -0.40074
  40  1.06103  0.59470  0.13435
  100  2.65258  0.69106  0.47087
  400  10.61033  -0.03322  -0.09272
r (angstrom), screened energy (eV), bare energy (eV), bare/screened:
  5  0.86122  2.87993  3.3440
  10  0.63537  1.43996  2.2664
  20  0.43681  0.71998  1.6483
  40  0.27620  0.35999  1.3034
  100  0.13211  0.14400  1.0899
  400  0.03570  0.03600  1.0084
r (angstrom), logarithmic approximation to the energy (eV):
  5  0.81592
  10  0.55117
  20  0.28641
radius with half the net charge = 1.1702 r0
the same radius = 44.12 angstrom
net charge within r0 = 0.4611 Q
net charge within 10 r0 = 0.9027 Q
largest error of epsilon, thin-slab test = 2.5e-06
largest error of F, direct quadrature = 4.4e-16
largest error of scaled field jump = 1.1e-07
no test failed
```
